# Polarisation of broadside thermal emission from a thin cylinder: test program

```python
"""
Broadside thermal emission of a long nonmagnetic cylinder, quasistatic limit.
Result under test: P_axial / P_transverse = |eps+1|^2 / 4.
eps: relative permittivity (positive imaginary part = loss, exp(-i omega t)),
x = k a: vacuum wavenumber times radius; width: emitting (= absorbing) width,
so that power per solid angle = length * width * one-polarisation radiance.
The full-wave routines use lengths in units of 1/k.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import jv, jvp, hankel1, h1vp


def emission_channels(eps, x, pol, orders=3, nodes=24):
    """k*width per angular order, from thermal currents inside the cylinder."""
    m = np.sqrt(complex(eps))
    weight = 1.0 if pol == "axial" else 1.0 / eps
    u, gauss = np.polynomial.legendre.leggauss(nodes)
    rho = x * (u + 1) / 2
    area_weight = gauss * x / 2 * rho * 2 * np.pi
    channels = []
    for n in range(orders + 1):
        j_in, dj_in = jv(n, m * x), jvp(n, m * x)
        h_in, dh_in = hankel1(n, m * x), h1vp(n, m * x)
        h_out, dh_out = hankel1(n, x), h1vp(n, x)
        transmitted = (weight * m * (h_in * dj_in - j_in * dh_in)
                       / (weight * m * dj_in * h_out - j_in * dh_out))
        if pol == "axial":
            source = abs(jv(n, m * rho))**2
        else:  # both in-plane current components
            source = (abs(m * jvp(n, m * rho))**2
                      + abs(n * jv(n, m * rho) / rho)**2)
        copies = 1 if n == 0 else 2
        channels.append(copies * np.imag(eps) * abs(transmitted)**2
                        * np.sum(area_weight * source))
    return np.array(channels)


def absorption_width(eps, x, pol, orders=3):
    """k*width from scattering of an incident plane wave."""
    m = np.sqrt(complex(eps))
    weight = 1.0 if pol == "axial" else 1.0 / eps
    total = 0.0
    for n in range(orders + 1):
        j_in, dj_in = jv(n, m * x), weight * m * jvp(n, m * x)
        s = ((dj_in * jv(n, x) - j_in * jvp(n, x))
             / (j_in * h1vp(n, x) - dj_in * hankel1(n, x)))
        total += (1 if n == 0 else 2) * (-4) * (s.real + abs(s)**2)
    return total


def ratio_static(eps):
    return abs(eps + 1)**2 / 4


def ratio_full(eps, x, orders=3, nodes=24):
    return (emission_channels(eps, x, "axial", orders, nodes).sum()
            / emission_channels(eps, x, "transverse", orders, nodes).sum())


def axial_correction(eps, x):
    return np.real((eps - 1) * x**2 * (np.log(2 / x) - np.euler_gamma
                                       + 0.25 + 0.5j * np.pi))


# Quasistatic widths and ratio against the full-wave emission
for eps in (3 + 1j, 12 + 0.5j, -5 + 0.3j, -40 + 5j, -1 + 0.1j, 0.2 + 0.4j):
    x = 1e-3
    axial = emission_channels(eps, x, "axial").sum()
    trans = emission_channels(eps, x, "transverse").sum()
    assert abs(axial / (np.pi * x**2 * eps.imag) - 1) < 2e-3
    assert abs(trans / (4 * np.pi * x**2 * eps.imag
                        / abs(eps + 1)**2) - 1) < 2e-3
    assert abs(axial / trans / ratio_static(eps) - 1) < 2e-3

# Emission equals absorption, also far outside the quasistatic limit
for eps in (3 + 1j, -17 + 1.1j):
    for x in (0.0134, 0.6):
        for pol in ("axial", "transverse"):
            emitted = emission_channels(eps, x, pol, 4, 40).sum()
            absorbed = absorption_width(eps, x, pol, 4)
            assert abs(emitted / absorbed - 1) < 1e-6

# Eddy-current share of transverse emission, on a strongly reflecting case
eps_metal, x_metal = -200 + 50j, 0.005
channels = emission_channels(eps_metal, x_metal, "transverse")
eddy_full = channels[0] / channels[1:].sum()
eddy_formula = abs(eps_metal + 1)**2 * x_metal**2 / 32
assert abs(eddy_full / eddy_formula - 1) < 0.03

# Worked example: rough typical parameters of cubic silicon carbide
radius, length, temperature = 25e-9, 10e-6, 400.0
eps_inf, nu_to, nu_lo, damping = 6.5, 797.0, 973.0, 5.0  # wavenumbers in cm^-1
nu_main, nu_low = 850.0, 700.0


def permittivity(nu, shift=0.0, gamma=damping):
    to, lo = nu_to + shift, nu_lo + shift
    return eps_inf * (1 + (lo**2 - to**2) / (to**2 - nu**2 - 1j * gamma * nu))


def size(nu):
    return 2 * np.pi * nu * 100 * radius


eps, x = permittivity(nu_main), size(nu_main)
k = x / radius
width_axial = np.pi * k * radius**2 * eps.imag
width_trans = width_axial * abs(2 / (eps + 1))**2
full_main = ratio_full(eps, x)
full_axial = emission_channels(eps, x, "axial").sum() / k
full_trans = emission_channels(eps, x, "transverse").sum() / k
assert abs(full_axial / width_axial - 1 - axial_correction(eps, x)) < 1e-3
assert abs(full_main / ratio_static(eps) - 1) < 0.03
convergence = abs(ratio_full(eps, x, 5, 48) / full_main - 1)
assert convergence < 1e-6

nu_res = brentq(lambda nu: permittivity(nu).real + 1, 900, 970)
edge_low = brentq(lambda nu: abs(permittivity(nu) + 1) - 2, 850, nu_res)
edge_high = brentq(lambda nu: abs(permittivity(nu) + 1) - 2, nu_res, 1050)
for nu in (nu_low, nu_res, edge_low, edge_high):
    assert abs(ratio_full(permittivity(nu), size(nu))
               / ratio_static(permittivity(nu)) - 1) < 0.03
assert ratio_full(permittivity(nu_res), size(nu_res)) < 1

# Absolute emission: thermal currents and dipole field against Planck's law
omega = k * const.c
theta = const.hbar * omega / np.expm1(const.hbar * omega
                                     / (const.k * temperature))
current_spectrum = 2 / np.pi * omega * const.epsilon_0 * eps.imag * theta
impedance = const.mu_0 * const.c
per_omega = ((omega * const.mu_0)**2 / (16 * np.pi**2 * impedance)
             * current_spectrum * np.pi * radius**2 * length)
power_axial = per_omega * 2 * np.pi * const.c * 100  # per cm^-1
nu_si = nu_main * 100
radiance = (const.h * const.c**2 * nu_si**3 * 100
            / np.expm1(const.h * const.c * nu_si / (const.k * temperature)))
assert abs(power_axial / (radiance * length * width_axial) - 1) < 1e-6
power_trans = radiance * length * width_trans

# Finite length: prolate spheroid of the same length and radius
q = (2 * radius / length)**2
ecc = np.sqrt(1 - q)
depolarisation = q / ecc**2 * (np.arctanh(ecc) / ecc - 1)
integral = quad(lambda u: np.exp(u) / ((1 + np.exp(u))**1.5 * (np.exp(u) + q)),
                -35, 40, limit=300)[0]
assert abs(q / 2 * integral / depolarisation - 1) < 1e-5
length_change = 1 / abs(1 + depolarisation * (eps - 1))**2 - 1

# Warm lattice: assumed softening and extra damping
soft_shift, warm_damping = -3.0, 7.0
ratio_warm = ratio_static(permittivity(nu_main, soft_shift, warm_damping))

# Free carriers: assumed light doping
density, mass, carrier_damping = 1e23, 0.35, 300.0
nu_plasma = np.sqrt(density * const.e**2 / (const.epsilon_0 * mass * const.m_e)
                    ) / (2 * np.pi * const.c * 100)
eps_carriers = -nu_plasma**2 / (nu_main**2 + 1j * carrier_damping * nu_main)
ratio_doped = ratio_static(eps + eps_carriers)


# Oxide skin: static coated cylinder, lengths in units of the core radius
def coated_ratio(core, shell, outer):
    # unknowns: core slope, shell slope, shell dipole, outer dipole
    matrix = np.array([[1, -1, -1, 0],
                       [core, -shell, shell, 0],
                       [0, outer, 1 / outer, -1 / outer],
                       [0, shell, -shell / outer**2, 1 / outer**2]],
                      dtype=complex)
    dipole = np.linalg.solve(matrix, np.array([0, 0, -outer, -1]))[3]
    beta = (core - shell) / (core + shell) / outer**2
    effective = shell * (1 + beta) / (1 - beta)
    closed = outer**2 * (effective - 1) / (effective + 1)
    assert abs(dipole / closed - 1) < 1e-9
    axial = np.pi * (core.imag + (outer**2 - 1) * shell.imag)
    return axial / (2 * np.pi * dipole.imag)


skin, eps_skin = 1e-9, 2 + 0.3j
assert abs(coated_ratio(eps, eps, 1.04) / ratio_static(eps) - 1) < 1e-9
ratio_skin = coated_ratio(eps, eps_skin, 1 + skin / radius)

R = ratio_static(eps)
print(f"radius: {radius*1e9:.0f} nm; length: {length*1e6:.0f} um")
print(f"temperature: {temperature:.0f} K")
print(f"high-frequency permittivity: {eps_inf:.1f}")
print(f"TO, LO, damping: {nu_to:.0f}, {nu_lo:.0f}, {damping:.0f} cm^-1")
print(f"main wavenumber: {nu_main:.0f} cm^-1")
print(f"main wavelength: {1e4/nu_main:.2f} um")
print(f"size parameter x: {x:.5f}")
print(f"permittivity: {eps.real:.3f} + {eps.imag:.3f} i")
print(f"transverse internal field |2/(eps+1)|: {abs(2/(eps+1)):.4f}")
print(f"axial width, static: {width_axial*1e9:.4f} nm")
print(f"transverse width, static: {width_trans*1e9:.5f} nm")
print(f"ratio R, static: {R:.2f}")
print(f"degree of polarisation (R-1)/(R+1): {(R-1)/(R+1):.4f}")
print(f"one-polarisation radiance: {radiance:.4f} W/(m^2 sr cm^-1)")
print(f"axial emission: {power_axial*1e15:.4f} fW/(sr cm^-1)")
print(f"transverse emission: {power_trans*1e15:.5f} fW/(sr cm^-1)")
print(f"ratio R, full wave: {full_main:.2f}")
print(f"full/static ratio change: {100*(full_main/R-1):.2f} %")
print(f"axial width change, full: {100*(full_axial/width_axial-1):.3f} %")
print(f"axial width change, formula: {100*axial_correction(eps, x):.3f} %")
print(f"transverse width change, full: {100*(full_trans/width_trans-1):.3f} %")
print(f"eddy share, formula: {100*abs(eps+1)**2*x**2/32:.3f} %")
print(f"relative shift, 3->5 orders and 24->48 nodes: {convergence:.1e}")
print(f"eddy test: eps {eps_metal.real:.0f} + {eps_metal.imag:.0f} i, "
      f"x {x_metal:.3f}")
print(f"eddy test share, full and formula: {100*eddy_full:.3f}, "
      f"{100*eddy_formula:.3f} %")
for name, nu in (("below band", nu_low), ("surface resonance", nu_res)):
    e = permittivity(nu)
    print(f"{name}: wavenumber {nu:.2f} cm^-1")
    print(f"{name}: permittivity {e.real:.3f} + {e.imag:.4f} i")
    print(f"{name}: R static {ratio_static(e):.5g}, "
          f"full {ratio_full(e, size(nu)):.5g}")
print(f"transverse/axial at resonance, static: "
      f"{1/ratio_static(permittivity(nu_res)):.1f}")
print(f"transverse wins from {edge_low:.1f} to {edge_high:.1f} cm^-1")
print(f"spheroid depolarisation factor: {depolarisation:.3e}")
print(f"axial change from finite length: {100*length_change:.2f} %")
print(f"assumed mode shift: {soft_shift:.0f} cm^-1; "
      f"damping: {warm_damping:.0f} cm^-1")
print(f"R with warm lattice: {ratio_warm:.2f}")
print(f"assumed carrier density: {density*1e-6:.0e} cm^-3; mass: {mass} m_e")
print(f"carrier damping: {carrier_damping:.0f} cm^-1; "
      f"plasma wavenumber: {nu_plasma:.1f} cm^-1")
print(f"R with carriers: {ratio_doped:.2f}")
print(f"assumed skin: {skin*1e9:.0f} nm, permittivity "
      f"{eps_skin.real:.1f} + {eps_skin.imag:.1f} i")
print(f"R with oxide skin: {ratio_skin:.2f}")
print("success")
```

Running it gives:

```
radius: 25 nm; length: 10 um
temperature: 400 K
high-frequency permittivity: 6.5
TO, LO, damping: 797, 973, 5 cm^-1
main wavenumber: 850 cm^-1
main wavelength: 11.76 um
size parameter x: 0.01335
permittivity: -16.642 + 1.127 i
transverse internal field |2/(eps+1)|: 0.1275
axial width, static: 1.1815 nm
transverse width, static: 0.01922 nm
ratio R, static: 61.49
degree of polarisation (R-1)/(R+1): 0.9680
one-polarisation radiance: 0.1804 W/(m^2 sr cm^-1)
axial emission: 2.1316 fW/(sr cm^-1)
transverse emission: 0.03467 fW/(sr cm^-1)
ratio R, full wave: 60.43
full/static ratio change: -1.71 %
axial width change, full: -1.488 %
axial width change, formula: -1.504 %
transverse width change, full: 0.229 %
eddy share, formula: 0.137 %
relative shift, 3->5 orders and 24->48 nodes: 8.9e-16
eddy test: eps -200 + 50 i, x 0.005
eddy test share, full and formula: 3.283, 3.289 %
below band: wavenumber 700.00 cm^-1
below band: permittivity 20.436 + 0.3359 i
below band: R static 114.91, full 115.97
surface resonance: wavenumber 951.37 cm^-1
surface resonance: permittivity -1.000 + 0.1322 i
surface resonance: R static 0.0043681, full 0.0043781
transverse/axial at resonance, static: 228.9
transverse wins from 921.1 to 1001.6 cm^-1
spheroid depolarisation factor: 1.248e-04
axial change from finite length: 0.44 %
assumed mode shift: -3 cm^-1; damping: 7 cm^-1
R with warm lattice: 51.82
assumed carrier density: 1e+17 cm^-3; mass: 0.35 m_e
carrier damping: 300 cm^-1; plasma wavenumber: 160.1 cm^-1
R with carriers: 61.74
assumed skin: 1 nm, permittivity 2.0 + 0.3 i
R with oxide skin: 34.98
success
```
